# Unloading stiffness and the elastic modulus of porous dielectric films: a program that tests the result

```python
"""Test of the axisymmetric contact law S = dP/dh = 2*Er*sqrt(A/pi).

P: load; h: approach of distant points; A = pi*a^2: projected contact area;
a: contact radius; 1/Er = (1-nu^2)/E + (1-nui^2)/Ei (film and indenter).
f(r): initial gap between the surfaces, f(0)=0;
g(t) = t * integral_0^t f'(r)/sqrt(t^2-r^2) dr.
For a smooth contact h=g(a) and P=2*Er*(h*a-integral_0^a g dt).
Moduli are in GPa and lengths in nm, so GPa*nm = N/m.
The dimensionless shape tests use a domain of unit radius.
"""
import numpy as np
import sympy as sp
from scipy.integrate import quad, simpson
from scipy.optimize import brentq
from scipy.special import ellipe, ellipk, j0, j1


def close(value, expected, tolerance):
    assert abs(value - expected) <= tolerance * abs(expected), (value, expected)


def plane_modulus(material):
    young, poisson = material
    return young / (1 - poisson**2)


# Elastic half-space mode for shear modulus 1 and surface pressure J0(k*r).
r, z, k, nu = sp.symbols("r z k nu", positive=True)
ur = -(1 - 2*nu - k*z) * sp.exp(-k*z) * sp.besselj(1, k*r) / (2*k)
uz = (2*(1 - nu) + k*z) * sp.exp(-k*z) * sp.besselj(0, k*r) / (2*k)
dilatation = sp.diff(r*ur, r)/r + sp.diff(uz, z)


def laplacian(field):
    return sp.diff(r*sp.diff(field, r), r)/r + sp.diff(field, z, 2)


navier_r = (1-2*nu)*(laplacian(ur)-ur/r**2) + sp.diff(dilatation, r)
navier_z = (1-2*nu)*laplacian(uz) + sp.diff(dilatation, z)
normal_stress = 2*nu/(1-2*nu)*dilatation + 2*sp.diff(uz, z)
shear_stress = sp.diff(ur, z) + sp.diff(uz, r)
point = {r: 1.3, z: 0.4, k: 2.1, nu: 0.25}
surface = {r: 1.3, z: 0, k: 2.1, nu: 0.25}
for residual in (navier_r.subs(point), navier_z.subs(point),
                 shear_stress.subs(surface),
                 (normal_stress + sp.besselj(0, k*r)).subs(surface)):
    assert abs(float(sp.N(residual))) < 1e-10


# Displacement of a uniformly loaded disk, for plane modulus and pressure 1.
def disk_displacement(radius, disk):
    q = (np.minimum(radius, disk) / np.maximum(radius, disk))**2
    inside = 4*disk/np.pi * ellipe(q)
    outside = 4*radius/np.pi * (ellipe(q) - (1-q)*ellipk(q))
    return np.where(radius < disk, inside, outside)


wave = np.linspace(1e-7, 2000, 400001)
for radius in (0.6, 1.5):
    hankel = 2*simpson(j1(wave)*j0(wave*radius)/wave, x=wave)
    close(hankel, float(disk_displacement(radius, 1.0)), 1e-4)
radial_integral = simpson(j1(wave)*j1(1.5*wave)/wave, x=wave)
close(radial_integral, 1/(2*1.5), 1e-4)

# Damping makes the integrals converge; it leaves an error of order damping.
damping = np.exp(-0.005*wave)
for radius, time in ((1.0, 0.5), (0.5, 1.0)):
    cosine = simpson(damping*j0(wave*radius)*np.cos(wave*time), x=wave)
    sine = simpson(damping*j0(wave*radius)*np.sin(wave*time), x=wave)
    size = 1/np.sqrt(abs(radius**2-time**2))
    assert abs(cosine - (size if radius > time else 0)) < 0.015
    assert abs(sine - (size if radius < time else 0)) < 0.015

# Inputs of the worked example; material constants are rough typical values.
peak_load = 70.0          # uN
peak_depth = 85.0         # nm
stiffness = 2100.0        # N/m
thickness = 1000.0        # nm
film_poisson = 0.25
diamond = (1140.0, 0.07)
silicon = (165.0, 0.22)
face_angle = 65.27        # degrees, Berkovich axis to face
tip_radius = 50.0         # nm
pore_diameter = 2.0       # nm
compaction_factor = 1.3

# Direct ring calculation with non-negative pressure, without Abel inversion.
ring_count = 400
edges = np.linspace(0, 1, ring_count+1)
middle = (edges[1:]+edges[:-1])/2
disk_matrix = disk_displacement(middle[:, None], edges[None, :])
ring_matrix = np.diff(disk_matrix, axis=1)
ring_area = np.pi*np.diff(edges**2)
test_film = (6.0, film_poisson)
compliance = 1/plane_modulus(test_film) + 1/plane_modulus(diamond)
test_er = 1/compliance


def ring_contact(depth, gap):
    active = np.arange(ring_count)
    while True:
        matrix = compliance*ring_matrix[np.ix_(active, active)]
        pressure = np.linalg.solve(matrix, depth-gap(middle[active]))
        if pressure.min() >= 0:
            break
        active = active[pressure > 0]
    full = np.zeros(ring_count)
    full[active] = pressure
    separation = gap(middle) + compliance*ring_matrix@full - depth
    assert separation.min() > -2e-3*depth
    return full@ring_area, edges[active[-1]+1], full


shapes = {
    "cone": (lambda x: 0.1*x, lambda x: 0.1),
    "paraboloid": (lambda x: 0.1*x**2, lambda x: 0.2*x),
    "quartic": (lambda x: 0.1*x**4, lambda x: 0.4*x**3),
    "mixed": (lambda x: 0.03*x+0.04*x**2+0.05*x**6,
              lambda x: 0.03+0.08*x+0.3*x**5),
}
target_radius = 0.8
shape_ratios = {}
epsilon_numeric = {}
for name, (gap, slope) in shapes.items():
    def g_function(t):
        return t*quad(lambda angle: slope(t*np.sin(angle)), 0, np.pi/2)[0]

    depth = g_function(target_radius)
    load_formula = 2*test_er*(depth*target_radius
                              - quad(g_function, 0, target_radius)[0])
    load, contact_radius, pressure = ring_contact(depth, gap)
    upper = ring_contact(1.03*depth, gap)[0]
    lower = ring_contact(0.97*depth, gap)[0]
    slope_numeric = (upper-lower)/(0.06*depth)
    # The ring width limits the accuracy of the contact edge.
    close(contact_radius, target_radius, 0.01)
    close(load, load_formula, 0.005)
    close(slope_numeric, 2*test_er*contact_radius, 0.01)
    shape_ratios[name] = slope_numeric/(2*test_er*contact_radius)
    epsilon_numeric[name] = (depth-gap(contact_radius))*slope_numeric/load
    sample = ring_count//2
    inner = middle[sample]

    def g_slope(t):
        return (g_function(t+1e-4)-g_function(t-1e-4))/2e-4

    # t^2 = inner^2 + v^2 removes the square-root singularity.
    pressure_formula = test_er/np.pi*quad(
        lambda v: g_slope(np.hypot(inner, v))/np.hypot(inner, v),
        0, np.sqrt(target_radius**2-inner**2))[0]
    close(pressure[sample], pressure_formula, 0.01)
    if name == "paraboloid":
        partial = ring_contact(0.7**(2/3)*depth, gap)[0]
        close(partial/load, 0.7, 0.005)

epsilon_paraboloid = 3/4
epsilon_cone = 2*(1-2/np.pi)
close(epsilon_numeric["paraboloid"], epsilon_paraboloid, 0.02)
close(epsilon_numeric["cone"], epsilon_cone, 0.03)
flat_pressure = np.linalg.solve(compliance*ring_matrix, np.ones(ring_count))
flat_ratio = flat_pressure@ring_area/(2*test_er)
close(flat_ratio, 1, 0.01)


# Layered elasticity: mode columns contain U, W, shear and normal stress.
def modes(position, sign, material):
    young, poisson = material
    shear = young/(2*(1+poisson))
    lame = 2*shear*poisson/(1-2*poisson)
    u = np.array([-sign, position])
    w = np.array([1, 3-4*poisson-sign*position])
    du = np.array([-1, 1+sign*position])
    dw = np.array([sign, sign*(2-4*poisson)-position])
    result = np.array([u, w, shear*(du-w), lame*(u+dw)+2*shear*dw])
    return result*np.exp(sign*position)


def surface_compliance(scaled_wave, film, substrate):
    decay = np.exp(-scaled_wave)
    top = np.hstack([modes(0, -1, film), modes(0, 1, film)*decay])
    bottom = np.hstack([modes(scaled_wave, -1, film),
                        modes(scaled_wave, 1, film)*decay])
    matrix = np.zeros((6, 6))
    matrix[:2, :4] = top[2:]
    matrix[2:, :4] = bottom
    matrix[2:, 4:] = -modes(0, -1, substrate)
    coefficients = np.linalg.solve(matrix, [0, -1, 0, 0, 0, 0])
    return top[1]@coefficients[:4]


nodes, weights = np.polynomial.legendre.leggauss(100)
layer_wave, layer_weight = 10*(nodes+1), 10*weights
nodes, weights = np.polynomial.legendre.leggauss(24)


def layer_contact(radius, layer_thickness, film, substrate):
    """Flat-punch stiffness, and depth and load of a smooth paraboloid."""
    er = 1/(1/plane_modulus(film)+1/plane_modulus(diamond))
    excess = np.array([(surface_compliance(x, film, substrate)
                        + 2/plane_modulus(diamond))*er/2-1
                       for x in layer_wave])
    position, weight = radius*(nodes+1)/2, radius*weights/2
    points = np.append(position, radius)
    left = np.cos(np.outer(points, layer_wave)/layer_thickness)
    right = np.cos(np.outer(layer_wave, position)/layer_thickness)
    kernel = 2/(np.pi*layer_thickness)*(left*(layer_weight*excess))@right
    matrix = np.eye(len(position))+kernel[:-1]*weight
    sources = 2/np.pi*np.column_stack([np.ones_like(points), points**2/1000])
    solution = np.linalg.solve(matrix, sources[:-1])
    edge = sources[-1]-(kernel[-1]*weight)@solution
    totals = np.pi*er*(weight@solution)
    depth = edge[1]/edge[0]
    return totals[0], depth, depth*totals[0]-totals[1]


close(layer_contact(160, 1000, test_film, test_film)[0],
      2*test_er*160, 1e-8)
close(surface_compliance(1e-6, test_film, silicon),
      2/plane_modulus(silicon), 1e-3)
low = layer_contact(158, 1000, test_film, silicon)
center = layer_contact(160, 1000, test_film, silicon)
high = layer_contact(162, 1000, test_film, silicon)
close((high[2]-low[2])/(high[1]-low[1]), center[0], 1e-3)


# Flat triangular punch, compared with a disk of equal area.
def triangle_factor(divisions):
    coordinates = []
    for i in range(divisions):
        for j in range(divisions-i):
            coordinates.append((i+1/3, j+1/3))
            if i+j < divisions-1:
                coordinates.append((i+2/3, j+2/3))
    lattice = np.array(coordinates)/divisions
    x = lattice[:, 0]+lattice[:, 1]/2
    y = lattice[:, 1]*np.sqrt(3)/2
    distance = np.hypot(x[:, None]-x, y[:, None]-y)
    np.fill_diagonal(distance, 1)
    area = np.sqrt(3)/4
    cell_area = area/divisions**2
    matrix = cell_area/distance
    inradius = 1/(2*np.sqrt(3)*divisions)
    np.fill_diagonal(matrix, 6*inradius*np.log(2+np.sqrt(3)))
    pressure = np.linalg.solve(matrix, np.full(len(x), np.pi))
    return cell_area*pressure.sum()/(2*np.sqrt(area/np.pi))


coarse, medium, fine = [triangle_factor(n) for n in (12, 24, 48)]
triangle_beta = 2*fine-medium
# The leading discretization error is proportional to cell size.
close(triangle_beta, 2*medium-coarse, 0.01)
assert 1 < triangle_beta < 1.1


# Worked example and size of neglected effects.
def film_modulus(reduced, poisson):
    return (1-poisson**2)/(1/reduced-1/plane_modulus(diamond))


load_over_stiffness = 1000*peak_load/stiffness
contact_depth = peak_depth-epsilon_paraboloid*load_over_stiffness
area_factor = 3*np.sqrt(3)*np.tan(np.radians(face_angle))**2
area = area_factor*contact_depth**2
radius = np.sqrt(area/np.pi)
hardness = 1000*peak_load/area
reduced = stiffness/(2*radius)
young = film_modulus(reduced, film_poisson)
elastic_depth = 1.5*load_over_stiffness
film = (young, film_poisson)

substrate_ratio = layer_contact(radius, thickness, film, silicon)[0]/stiffness
young_substrate = brentq(
    lambda e: layer_contact(radius, thickness, (e, film_poisson), silicon)[0]
    - stiffness, 0.3*young, young)
young_triangle = film_modulus(reduced/triangle_beta, film_poisson)
cone_angle = np.arctan(np.sqrt(area_factor/np.pi))
tip_offset = tip_radius*(1/np.sin(cone_angle)-1)
rounded_radius = radius*(contact_depth+tip_offset)/contact_depth
young_rounded = film_modulus(stiffness/(2*rounded_radius), film_poisson)
young_combined = brentq(
    lambda e: triangle_beta*layer_contact(
        rounded_radius, thickness, (e, film_poisson), silicon)[0]-stiffness,
    0.3*young, young)
compacted = (compaction_factor*young, film_poisson)
compaction_ratio = layer_contact(radius, radius, compacted, film)[0]/stiffness
radial_fraction = ((1-2*film_poisson)*(1+film_poisson)*hardness/(2*young))
chord_ratio = 0.3/(1-0.7**(2/3))/1.5

print("TESTS: numerical stiffness / (2 Er a)")
for name, ratio in shape_ratios.items():
    print(f"{name} gap: {ratio:.4f}")
print(f"flat punch: {flat_ratio:.4f}")
print(f"epsilon, paraboloid: formula {epsilon_paraboloid:.4f}, "
      f"rings {epsilon_numeric['paraboloid']:.4f}")
print(f"epsilon, cone: formula {epsilon_cone:.4f}, "
      f"rings {epsilon_numeric['cone']:.4f}")
print("INPUTS")
print(f"peak load: {peak_load:.1f} uN")
print(f"peak depth: {peak_depth:.1f} nm")
print(f"initial unloading stiffness: {stiffness:.0f} N/m")
print(f"film thickness: {thickness:.0f} nm")
print(f"film Poisson ratio: {film_poisson:.2f}")
print(f"diamond modulus, Poisson ratio: {diamond[0]:.0f} GPa, {diamond[1]:.2f}")
print(f"silicon modulus, Poisson ratio: {silicon[0]:.0f} GPa, {silicon[1]:.2f}")
print(f"Berkovich face angle: {face_angle:.2f} degrees")
print("RESULTS OF THE HALF-SPACE MODEL")
print(f"load / stiffness: {load_over_stiffness:.2f} nm")
print(f"contact depth: {contact_depth:.2f} nm")
print(f"area / contact depth squared: {area_factor:.3f}")
print(f"projected area: {area:.0f} nm^2")
print(f"equivalent contact radius: {radius:.2f} nm")
print(f"hardness: {hardness:.3f} GPa")
print(f"reduced modulus: {reduced:.3f} GPa")
print(f"film Young modulus: {young:.3f} GPa")
print(f"film Young modulus: {young*1e9:.3e} Pa")
print(f"elastic recovery, paraboloid gap: {elastic_depth:.2f} nm")
print(f"residual depth, paraboloid gap: {peak_depth-elastic_depth:.2f} nm")
print("SIZE OF NEGLECTED EFFECTS")
print(f"contact radius / film thickness: {radius/thickness:.4f}")
print(f"substrate stiffness factor: {substrate_ratio:.3f}")
print(f"modulus corrected for substrate: {young_substrate:.2f} GPa")
print(f"triangular-punch stiffness factor: {triangle_beta:.3f}")
print(f"modulus corrected for triangle: {young_triangle:.2f} GPa")
print(f"assumed tip radius: {tip_radius:.0f} nm")
print(f"tip-rounding depth offset: {tip_offset:.2f} nm")
print(f"modulus corrected for tip rounding: {young_rounded:.2f} GPa")
print(f"modulus with these three corrections: {young_combined:.2f} GPa")
print(f"assumed modulus factor of compacted layer: {compaction_factor:.2f}")
print(f"stiffness factor, compacted layer of depth a: {compaction_ratio:.3f}")
for poisson in (0.15, 0.35):
    print(f"half-space modulus for Poisson ratio {poisson:.2f}: "
          f"{film_modulus(reduced, poisson):.2f} GPa")
print(f"inward edge displacement / contact radius: {radial_fraction:.4f}")
print(f"chord from 100 to 70 percent load / tangent: {chord_ratio:.4f}")
print(f"assumed pore diameter: {pore_diameter:.1f} nm")
print(f"contact radius / pore diameter: {radius/pore_diameter:.1f}")
print("verified")
```

Output:

```
TESTS: numerical stiffness / (2 Er a)
cone gap: 1.0000
paraboloid gap: 1.0000
quartic gap: 0.9999
mixed gap: 0.9999
flat punch: 0.9996
epsilon, paraboloid: formula 0.7500, rings 0.7500
epsilon, cone: formula 0.7268, rings 0.7268
INPUTS
peak load: 70.0 uN
peak depth: 85.0 nm
initial unloading stiffness: 2100 N/m
film thickness: 1000 nm
film Poisson ratio: 0.25
diamond modulus, Poisson ratio: 1140 GPa, 0.07
silicon modulus, Poisson ratio: 165 GPa, 0.22
Berkovich face angle: 65.27 degrees
RESULTS OF THE HALF-SPACE MODEL
load / stiffness: 33.33 nm
contact depth: 60.00 nm
area / contact depth squared: 24.494
projected area: 88180 nm^2
equivalent contact radius: 167.54 nm
hardness: 0.794 GPa
reduced modulus: 6.267 GPa
film Young modulus: 5.908 GPa
film Young modulus: 5.908e+09 Pa
elastic recovery, paraboloid gap: 50.00 nm
residual depth, paraboloid gap: 35.00 nm
SIZE OF NEGLECTED EFFECTS
contact radius / film thickness: 0.1675
substrate stiffness factor: 1.153
modulus corrected for substrate: 5.11 GPa
triangular-punch stiffness factor: 1.062
modulus corrected for triangle: 5.56 GPa
assumed tip radius: 50 nm
tip-rounding depth offset: 3.11 nm
modulus corrected for tip rounding: 5.62 GPa
modulus with these three corrections: 4.54 GPa
assumed modulus factor of compacted layer: 1.30
stiffness factor, compacted layer of depth a: 1.123
half-space modulus for Poisson ratio 0.15: 6.16 GPa
half-space modulus for Poisson ratio 0.35: 5.53 GPa
inward edge displacement / contact radius: 0.0420
chord from 100 to 70 percent load / tangent: 0.9451
assumed pore diameter: 2.0 nm
contact radius / pore diameter: 83.8
verified
```
